# Scissors Shift and Optical Matrix Elements

Q: My band calculation gives too small a gap. I add a constant \(\Delta\) to all conduction energies and recompute the absorption. The orbitals have not changed, so I keep the momentum matrix elements. The peaks move to the right place but come out lower. I take that as a real effect of the larger gap.

A: Let us see whether your two inputs belong to one Hamiltonian. Take independent electrons at zero temperature, with filled valence states \(v\) and empty conduction states \(c\) separated by a gap. I use Rydberg units: \(\hbar=1\), electron mass \(1/2\), \(e^2=2\). Then

\[
H=p^2+V(x),\qquad H|n\rangle=E_n|n\rangle ,\qquad E\equiv E_c-E_v .
\]

Light is polarized along \(x\), with a wavelength long enough for the field to be uniform. Which Hamiltonian has your orbitals and your shifted energies?

Q: The original one plus \(\Delta\) on the empty states:

\[
H_s=H+\Delta P_c,\qquad P_c=\sum_c|c\rangle\langle c| .
\]

It gives \(H_s|v\rangle=E_v|v\rangle\) and \(H_s|c\rangle=(E_c+\Delta)|c\rangle\). The momentum operator is still \(p\), so its elements are still the old ones.

A: Both statements are right. But light couples to the velocity, and the velocity is fixed by the Hamiltonian: \(\dot x=i[H,x]\). For your original \(H\), the potential commutes with \(x\), and \([p,x]=-i\) gives

\[
[p^2,x]=p[p,x]+[p,x]p=-2ip,\qquad \dot x=i(-2ip)=2p .
\]

There velocity and momentum are proportional. For \(H_s\) there is another term,

\[
\dot x_s=i[H_s,x]=2p+i\Delta[P_c,x],
\]

and it does not vanish in general. The projector is nonlocal: its kernel \(\sum_c\psi_c(x)\psi_c^*(x')\) connects different points, so it does not commute with \(x\).

Q: How large is the extra term between a valence and a conduction state?

A: Let each Hamiltonian in the commutator act on its own eigenstate. With \(x_{cv}=\langle c|x|v\rangle\),

\[
\langle c|\dot x|v\rangle=i\langle c|Hx-xH|v\rangle=iE\,x_{cv},
\]
\[
\langle c|\dot x_s|v\rangle=i\langle c|H_sx-xH_s|v\rangle=i(E+\Delta)\,x_{cv}.
\]

The orbitals are common to both, so \(x_{cv}\) is too. Dividing,

\[
\langle c|\dot x_s|v\rangle=\frac{E+\Delta}{E}\,\langle c|\dot x|v\rangle .
\]

Unchanged orbitals preserve the position element. The velocity element must grow with the transition energy. Between two conduction states, or two valence states, the energy difference is the same for \(H\) and \(H_s\), so those elements keep their values.

Q: In a crystal \(x\) is unbounded, and its elements between Bloch states are delicate. Does the argument survive?

A: It can be made without them. Write a Bloch state as \(e^{ikx}u_{nk}(x)\), with \(u_{nk}\) periodic, and define \(H_s(k)=e^{-ikx}H_se^{ikx}\). Differentiating both exponentials,

\[
\partial_kH_s(k)=e^{-ikx}\,(-ixH_s+iH_sx)\,e^{ikx}=e^{-ikx}\,\dot x_s\,e^{ikx}.
\]

So the velocity is \(\partial_kH_s(k)=\partial_kH(k)+\Delta\,\partial_kP_c(k)\). Since \(P_c(k)=1-P_v(k)\) and \(P_v(k)=\sum_v|u_v\rangle\langle u_v|\),

\[
\langle u_c|\partial_kP_c|u_v\rangle=-\langle u_c|\partial_kP_v|u_v\rangle=-\langle u_c|\partial_ku_v\rangle ,
\]

because the terms in which \(\langle u_c|\) meets an undifferentiated valence function vanish. To find the last overlap, differentiate \((H(k)-E_v)|u_v\rangle=0\) and project on \(\langle u_c|\). The term with \(\partial_kE_v\) drops by orthogonality:

\[
\langle u_c|\partial_kH|u_v\rangle+E\,\langle u_c|\partial_ku_v\rangle=0 .
\]

Hence

\[
\langle u_c|\partial_kH_s|u_v\rangle=\Big(1+\frac{\Delta}{E}\Big)\langle u_c|\partial_kH|u_v\rangle ,
\]

the same factor. The role of \(x_{cv}\) is played by \(i\langle u_c|\partial_ku_v\rangle\).

The blocks within one group of bands also behave as before. For any projector \(P^2=P\), so \(P'P+PP'=P'\). Multiplying by \(P\) on both sides gives \(2PP'P=PP'P\), hence \(PP'P=0\). Multiplying instead by \(1-P\) on both sides gives \((1-P)P'(1-P)=0\). The derivative of the projector therefore connects valence with conduction states and nothing else.

Q: You have shown what the velocity is. Why must the light couple to it? I could write the coupling with \(p\) and call \(\Delta P_c\) a correction to the energies.

A: Start from the coupling that leaves no choice, the potential energy \(eFx\) of an electron of charge \(-e\) in a uniform field \(F(t)\). Put \(\psi=e^{i\kappa(t)x}\varphi\) into \(i\partial_t\psi=(H_s+eFx)\psi\). The left side is \(e^{i\kappa x}(i\partial_t\varphi-\dot\kappa x\varphi)\), so

\[
i\partial_t\varphi=\big[e^{-i\kappa x}H_se^{i\kappa x}+(eF+\dot\kappa)x\big]\varphi .
\]

Choosing \(\dot\kappa=-eF\) removes the last term. The field now enters by replacing \(k\) with \(k+\kappa\) in all of \(H_s(k)\), including the projector. To first order,

\[
e^{-i\kappa x}H_se^{i\kappa x}=H_s+\kappa\, i[H_s,x]+\dots=H_s+\kappa\,\dot x_s+\dots
\]

Coupling through \(2p\) would leave \(P_c\) out of the transformation, and the two descriptions of the same field would disagree.

Q: Then what happens to \(\varepsilon_2\)?

A: Let \(F\) have amplitude \(F_0\) and frequency \(\omega\). Then \(\kappa\) oscillates with amplitude \(\kappa_0=eF_0/\omega\), and half of it drives absorption. The golden rule gives the rate \(2\pi(\kappa_0/2)^2|\langle c|\dot x_s|v\rangle|^2\delta(E+\Delta-\omega)\) for each pair of states. Multiply by \(\omega\), sum, and divide by the cell volume \(\Omega\) to get the absorbed power density. In Gaussian form this equals \(\omega\varepsilon_2F_0^2/8\pi\). Therefore

\[
\frac{\omega\,\varepsilon_2F_0^2}{8\pi}=\frac{\omega}{\Omega}\,\frac{2\pi e^2F_0^2}{4\omega^2}\sum|\langle c|\dot x_s|v\rangle|^2\,\delta(E+\Delta-\omega),
\]
\[
\varepsilon_2^{s}(\omega)=\frac{4\pi^2e^2}{\Omega\,\omega^2}\sum|\langle c|\dot x_s|v\rangle|^2\,\delta(E+\Delta-\omega).
\]

The sum runs over spin and band pairs and is averaged over \(k\). Local fields and electron–hole attraction are left out. Now insert \(|\langle c|\dot x_s|v\rangle|^2=(E+\Delta)^2|x_{cv}|^2\). The delta function sets \(E+\Delta=\omega\), so the prefactor \(1/\omega^2\) cancels:

\[
\varepsilon_2^{s}(\omega)=\frac{4\pi^2e^2}{\Omega}\sum|x_{cv}|^2\,\delta\big(E-(\omega-\Delta)\big)=\varepsilon_2(\omega-\Delta).
\]

The spectrum moves rigidly, with its height and area intact.

Q: And my recipe?

A: It keeps \(|\langle c|\dot x|v\rangle|^2=E^2|x_{cv}|^2\), while the delta function sets \(E=\omega-\Delta\):

\[
\varepsilon_2^{\rm bare}(\omega)=\Big(\frac{\omega-\Delta}{\omega}\Big)^2\varepsilon_2(\omega-\Delta).
\]

The prefactor \(1/\omega^2\) has seen the new energy and the matrix element has not. The loss is worst near the gap and fades for \(\omega\gg\Delta\), so the shape is distorted as well.

Q: Give me a case with numbers.

A: Take a model crystal of independent chains with \(V=2U\cos(2\pi x/a)\), \(a=6\) bohr, \(U=0.10\) Ry, \(\Omega=216\) bohr³ and one filled band, with the field along the chains. The gap, at the zone edge, is 0.1996 Ry (2.72 eV). A shift of 0.060 Ry (0.82 eV) raises it to 0.2596 Ry (3.53 eV). At the edge the bare velocity element is 1.0515 Ry bohr, so

\[
|x_{cv}|=\frac{1.0515}{0.1996}\approx5.27\ \text{bohr},\qquad
\frac{E+\Delta}{E}=\frac{0.2596}{0.1996}\approx1.301 ,
\]

and the velocity element of \(H_s\) should be \(1.301\times1.0515\approx1.368\) Ry bohr. Numerical differentiation of \(H_s(k)\) gives 1.368.

With a Gaussian broadening of 0.005 Ry, the original \(\varepsilon_2\) peaks at 0.203 Ry with height 79.3. The scissors spectrum, computed from the eigenstates and velocity of \(H_s\), peaks at 0.263 Ry with height 79.3. Your recipe gives 47.3 there, and

\[
\Big(\frac{0.203}{0.263}\Big)^2\approx0.596,\qquad 0.596\times79.3\approx47.3 .
\]

At 0.363 Ry the ratio has recovered to 0.696. The height 79.3 itself depends on the broadening, because the density of transitions in one dimension diverges at the gap. The comparison uses the same broadening throughout.

Q: You computed both spectra from golden-rule formulas. Is there a check that does not assume them?

A: Kick the electrons. Let \(\kappa\) jump from zero to a small constant at \(t=0\). In the original frame this multiplies each orbital by \(e^{i\kappa x}\approx1+i\kappa x\), after which it evolves freely under \(H_s\). The conduction amplitude is \(i\kappa x_{cv}e^{-i(E_c+\Delta)t}\), and the conjugate velocity element is \(\langle v|\dot x_s|c\rangle=-i(E+\Delta)x_{cv}^*\). Their product gives the mean velocity per electron,

\[
\frac{J(t)}{\kappa}=2\sum|x_{cv}|^2(E+\Delta)\cos[(E+\Delta)t],
\]

where the sum is now per electron. Motion within a filled band adds nothing, since the group velocity averages to zero over the zone.

The numerical check evolves the Bloch states under \(H_s(k+\kappa)\) without using this formula. At \(t=10\) Ry⁻¹ it finds \(J/\kappa=-1.840\) Ry bohr², and the formula gives the same. The weight \((E+\Delta)|x_{cv}|^2\) is the squared velocity element \((E+\Delta)^2|x_{cv}|^2\) divided by \(E+\Delta\). With the bare element it becomes \(E^2|x_{cv}|^2/(E+\Delta)\), and the cosine sum then gives \(-1.145\). That is only the oscillating part of what coupling through \(p\) produces. Evolving under \(H(k+\kappa)+\Delta P_c(k)\) with the current \(2(p+\kappa)\) also leaves a constant term \(2\big[1-\sum E^2|x_{cv}|^2/(E+\Delta)\big]\approx0.38\), a steady current that an insulator should not carry, and gives about \(-0.77\) at the same time.

Q: Does the static dielectric constant then keep its value too?

A: No. The Kramers–Kronig relation at zero frequency weights \(\varepsilon_2\) by \(1/\omega\):

\[
\varepsilon_1^{s}(0)=1+\frac2\pi\int_0^\infty\frac{\varepsilon_2^{s}(\omega)}{\omega}\,d\omega
=1+\frac{8\pi e^2}{\Omega}\sum\frac{|x_{cv}|^2}{E+\Delta}.
\]

A larger gap makes the crystal less polarizable. In the example \(\varepsilon_1(0)\) falls from 8.82 to 7.19. Your recipe replaces each term by \(E^2|x_{cv}|^2/(E+\Delta)^3\) and gives 4.89. So part of the drop you would see belongs to \(H_s\) itself, and the rest comes from the mismatch.

The same denominator follows from a static perturbation \(fx\). The first-order change of \(|v\rangle\) is \(-f\sum_c|c\rangle x_{cv}/(E+\Delta)\), plus components along the other filled states \(v'\). Each of those adds \(2f|x_{v'v}|^2/(E_v-E_{v'})\) to the mean position of \(v\). This changes sign when \(v\) and \(v'\) are exchanged, so it cancels in the total \(\langle x\rangle\) summed over filled states. Hence

\[
-\frac{d\langle x\rangle}{df}=2\sum_{vc}\frac{|x_{cv}|^2}{E+\Delta}.
\]

For a separate anharmonic well, \(V=0.02x^4+0.1x\) (Ry, with \(x\) in bohr), with one electron in each of the two lowest levels, no spin factor, and \(\Delta=0.40\) Ry, diagonalizing \(H_s+fx\) at small \(f\) gives 2.852 bohr²/Ry, in agreement with this sum. The bare version gives 1.450.

Here \(P_c\) stays fixed while the field acts. If it were rebuilt from the orbitals of \(H+fx\), the total Hamiltonian would have those same orbitals, and the static dipole would not depend on \(\Delta\) at all. That is a different model.

Q: I still have an objection. If the peak keeps its height at a higher frequency, then \(\int\omega\,\varepsilon_2\,d\omega\) grows. That integral is fixed by the electron density.

A: It does grow, and this is the price of the model. For the original \(H\), \([x,[H,x]]=[x,-2ip]=2\). Expanding the double commutator in state \(v\) gives

\[
\langle v|2xHx-x^2H-Hx^2|v\rangle=2\sum_n(E_n-E_v)|x_{nv}|^2=2 .
\]

Sum over the filled states. Pairs of filled states cancel, because \(E_n-E_v\) changes sign when they are exchanged. What remains, per electron, is \(\sum E|x_{cv}|^2=1\). With the shift,

\[
\sum(E+\Delta)|x_{cv}|^2=1+\Delta\sum|x_{cv}|^2 .
\]

In the crystal \(\sum|x_{cv}|^2=3.951\) bohr² per electron, so the sum is \(1+0.060\times3.951\approx1.237\). That is the right value for \(H_s\), whose double commutator contains the nonlocal projector.

Real electrons with local potentials and ordinary Coulomb repulsion obey the sum with value 1, since those interactions commute with \(x\). The rigid shift is thus the consistent answer of the scissors model, not an exact property of the material.

Q: Could the lower peak of my recipe be a rough way to restore the sum rule?

A: It overshoots. Your sum is \(\sum E^2|x_{cv}|^2/(E+\Delta)\). Each term is smaller than \(E|x_{cv}|^2\) when \(\Delta>0\), so the total lies below 1. Here it is 0.811. That matches neither \(H\) nor \(H_s\).

Q: So I multiply every matrix element in my code by \((E+\Delta)/E\)?

A: Only the valence–conduction velocity elements, and only if the code uses velocities. If it works with \(x_{cv}\), the shifted energies are enough, and a further factor would count the correction twice. If \(H\) already contains a nonlocal pseudopotential, the element to be scaled is that of \(i[H,x]\), not \(2p\). The derivation of the factor used nothing about \(V\) beyond the eigenstates.

Broadening needs the same care. Divide each squared velocity element by its own squared transition energy before broadening. If you divide by \(\omega^2\) afterwards, the cancellation is incomplete in the wings of each line, and the shift is no longer strictly rigid.

Q: And if the correction varies across the zone?

A: For a shift \(\Delta(k)\) common to all conduction bands, differentiating \(\Delta(k)P_c(k)\) adds the term \(\Delta'(k)P_c\). It has no valence–conduction element, so the factor becomes \([E+\Delta(k)]/E\) at each \(k\). But different transitions now move by different amounts, and the spectrum changes shape. With \(\Delta(k)=\Delta[1+\tfrac12\cos ka]\) in the crystal above, the peak height becomes 0.979 of the original, even with the correct velocities.

Q: Then with a constant shift, at least the whole optical response moves rigidly?

A: \(\varepsilon_2\) does. The conductivity \(\sigma_1=\omega\varepsilon_2/4\pi\) carries an extra \(\omega\). Between the two \(\varepsilon_2\) peaks of the example it grows by \(0.263/0.203\approx1.30\). What the shift leaves alone is the set of interband position elements, and \(\varepsilon_2\) is the spectrum that displays them without a further power of frequency.

## Table of computed values

```
lattice constant a = 6.0 bohr, cell volume = 216 bohr^3
potential coefficient U = 0.10 Ry
plane waves = 15, k points = 1600
Gaussian broadening sigma = 0.005 Ry
scissors shift = 0.060 Ry = 0.816 eV
gap before shift = 0.19959 Ry = 2.715 eV
gap after shift = 0.25959 Ry = 3.532 eV
edge bare velocity |2p| = 1.05153 Ry bohr
edge position element |x| = 5.2686 bohr
edge factor (E+D)/E = 1.30062
edge velocity from dH_s/dk = 1.36765 Ry bohr
largest error, valence-conduction velocity = 1.8e-07 Ry bohr
largest change, conduction-conduction = 9.1e-08 Ry bohr
largest error with k-dependent shift = 5.9e-08 Ry bohr
eps2 peak, original: 79.313 at 0.2030 Ry
eps2 peak, scissors, full velocity: 79.313 at 0.2630 Ry
eps2 peak, scissors, bare momentum: 47.252 at 0.2630 Ry
largest rigid-shift error / peak height = 2.2e-07
at 0.2630 Ry: eps2 full = 79.3130, bare = 47.2520
  ratio bare/full = 0.5958, ((w-D)/w)^2 = 0.5958
at 0.3630 Ry: eps2 full = 4.6322, bare = 3.2259
  ratio bare/full = 0.6964, ((w-D)/w)^2 = 0.6967
k-dependent shift: peak height / original = 0.9785
eps1(0) original = 8.8232
eps1(0) scissors, full velocity = 7.1885
eps1(0) scissors, linear solve = 7.1885
eps1(0) scissors, frequency integral = 7.1904
eps1(0) scissors, bare momentum = 4.8871
sum of |x|^2 per electron = 3.9513 bohr^2
oscillator sum, original = 1.00000
oscillator sum, scissors full velocity = 1.23708
oscillator sum, scissors bare momentum = 0.81079
integral of w*eps2 = 0.73108 Ry^2, plasma = 0.73108 Ry^2
kick, t =  0.0 /Ry: J/kick evolved = 2.4742, full = 2.4742, bare = 1.6216 Ry bohr^2
kick, t =  3.0 /Ry: J/kick evolved = 1.2711, full = 1.2711, bare = 0.7765 Ry bohr^2
kick, t = 10.0 /Ry: J/kick evolved = -1.8402, full = -1.8402, bare = -1.1448 Ry bohr^2
kick, t = 25.0 /Ry: J/kick evolved = 0.9690, full = 0.9690, bare = 0.5645 Ry bohr^2
well: shift = 0.40 Ry, gap = 0.9919 Ry
well: largest commutator error = 7.8e-16 Ry bohr
well: -d<x>/dF, finite field = 2.85199 bohr^2/Ry
well: -d<x>/dF, full velocity = 2.85199 bohr^2/Ry
well: -d<x>/dF, bare momentum = 1.45049 bohr^2/Ry
```
